# Errors of a single-level fit to two-site nitrogen in 4H-SiC

**Question.** Nitrogen in 4H-SiC substitutes on hexagonal (h) and cubic (k) lattice sites, which give donor levels of different depth. An n-type epitaxial layer has the rough typical values

- $E_h=60$ meV and $E_k=110$ meV, measured downward from the conduction-band edge;
- $N_h=N_k=5\times10^{15}\ \mathrm{cm^{-3}}$, so $N=N_h+N_k=10^{16}\ \mathrm{cm^{-3}}$;
- acceptors of density $N_a=5\times10^{14}\ \mathrm{cm^{-3}}$, all negatively charged.

Each donor binds at most one electron, in a state of spin degeneracy $g=2$. The electron gas is nondegenerate, with

$$N_c(T)=1.834\times10^{19}\left(\frac{T}{300\ \mathrm K}\right)^{3/2}\mathrm{cm^{-3}},$$

which corresponds to three valleys of density-of-states mass $0.39\,m_e$. Write $b=1/kT$, with $k=8.617\times10^{-5}$ eV/K. Noiseless densities $n(T)$ from this model are to be fitted with one donor level of energy $E$ and density $D$, compensated by acceptors of density $A$. Let $M=D-A$. The functions $N_c$ and $g$ are known to the fit.

## (a) Derive the neutrality equation and solve the single-level model for $n$.

**Answer.** Take the band edge as the zero of energy and let $\mu$ be the chemical potential. A donor on site $i$ is either empty, with statistical weight 1, or holds one electron of energy $-E_i$ in one of $g$ states, with total weight $g e^{b(\mu+E_i)}$. The probability that it is ionized is therefore

$$f_i=\frac{1}{1+g e^{b(\mu+E_i)}} .$$

For a nondegenerate gas $n=N_c e^{b\mu}$, so $g e^{b(\mu+E_i)}=n/\phi_i$ with

$$\phi_i=\frac{N_c}{g}e^{-bE_i},\qquad f_i=\frac{\phi_i}{\phi_i+n}.$$

Negative charge resides on free electrons and acceptors, positive charge on ionized donors. Neutrality gives

$$n+N_a=\frac{N_h\phi_h}{\phi_h+n}+\frac{N_k\phi_k}{\phi_k+n}.$$

The left side rises with $n$ and the right side falls, so for $N_a<N$ there is one positive solution.

For a single level, $n+A=(M+A)\phi/(\phi+n)$. Multiplication by $\phi+n$ gives

$$n^2+nA+n\phi+A\phi=M\phi+A\phi .$$

The terms $A\phi$ cancel, leaving

$$n(n+A)=\phi(M-n),\qquad n^2+(A+\phi)n-\phi M=0 .$$

The positive root, multiplied above and below by the conjugate sum to avoid subtracting nearly equal numbers, is

$$n=\frac{2\phi M}{A+\phi+\sqrt{(A+\phi)^2+4\phi M}} .$$

## (b) Which $E$ and $A$ make the single-level model agree with the two-site model in both deep freeze-out and saturation?

**Answer.** In saturation every donor is ionized. The two-site density is $N-N_a$ and the single-level density is $M$, so $M=N-N_a$. (This is the formal limit of the donor model, without intrinsic carriers.)

In freeze-out $n\to0$ and $\phi\to0$. For $A>0$ the single-level root becomes $n\to\phi M/A$. The two-site limit depends on how many donor electrons the acceptors have taken.

*Case $N_a<N_h$.* Try $n/\phi_h\to c$, a finite constant. Then $n/\phi_k=c\,e^{b(E_k-E_h)}\to\infty$, so the k donors are neutral. Neutrality reduces to $N_a=N_h/(1+c)$, hence

$$c=\frac{N_h-N_a}{N_a},\qquad n\to\phi_h\frac{N_h-N_a}{N_a}.$$

Since $c>0$ and the solution is unique, the trial is justified. The empty donors are the shallower ones, and they hold the chemical potential near their level. Equating the result to $\phi M/A$ at all low temperatures gives

$$E=E_h,\qquad A=N_a\frac{N-N_a}{N_h-N_a}.$$

*Case $N_h<N_a<N$.* All h donors and some k donors are empty. With $n/\phi_k\to c$ and $n/\phi_h\to0$,

$$N_a=N_h+\frac{N_k}{1+c}\quad\Rightarrow\quad c=\frac{N-N_a}{N_a-N_h}.$$

Now $M/A=c$ gives $E=E_k$ and $A=N_a-N_h$. The h donors have cancelled an equal number of acceptors.

*Boundary $N_a=N_h$.* A few h donors are neutral and equally many k donors are ionized: $N_hn/\phi_h=N_k\phi_k/n$. Thus $n=\sqrt{\phi_h\phi_kN_k/N_h}$. Its activation energy is $(E_h+E_k)/2$, and matching to $\phi M/A$ with $M=N_k$ gives $A=\sqrt{N_hN_k}$.

For the given layer $E=60$ meV and

$$A=5\times10^{14}\times\frac{9.5}{4.5}=1.06\times10^{15}\ \mathrm{cm^{-3}},$$

which is 2.1 times the true acceptor density. The apparent compensation ratio is

$$\frac{A}{D}=\frac{1}{1+M/A}=\frac{N_a}{N_h}=10\%,$$

against the true $N_a/N=5\%$. If instead $N_a=7\times10^{15}\ \mathrm{cm^{-3}}$, the matched values are $E=110$ meV and $A=2\times10^{15}\ \mathrm{cm^{-3}}$, now an underestimate.

## (c) Find the least-squares bias for a small splitting of the levels. Can the result be used for a splitting of 50 meV?

**Answer.** Let $\bar E$ be the site-weighted mean energy and $s^2$ the site-weighted variance. At splitting zero, the single-level model with $E=\bar E$, $M=N-N_a$, $A=N_a$ is correct. Let $n$ and $f=\phi/(\phi+n)$ denote its solution.

At fixed $n$, $df/d\ln\phi=f(1-f)$ and $d\ln\phi/dE=-b$. Therefore

$$f'=-bf(1-f),\qquad f''=-b(1-2f)f'=b^2f(1-f)(1-2f).$$

The mean of the first-order term over the sites vanishes, so

$$\sum_i N_if_i=N\left(f+\frac{s^2}{2}f''\right)+\ldots$$

This extra positive charge must be balanced by a change $r=\delta\ln n$. The free charge changes by $nr$. Because $df/d\ln n=-f(1-f)$, the donor charge falls by $Nf(1-f)r$. With $S=n+Nf(1-f)$,

$$r=\frac{s^2b^2Nf(1-f)(1-2f)}{2S}.$$

The response to the fit parameters follows by differentiating $n+A=(M+A)f$, evaluated at $M+A=N$:

$$\frac{\partial\ln n}{\partial E}=-\frac{bNf(1-f)}{S},\quad
\frac{\partial\ln n}{\partial\ln M}=\frac{Mf}{S},\quad
\frac{\partial\ln n}{\partial\ln A}=-\frac{A(1-f)}{S}.$$

Put these derivatives, one row per temperature, in a matrix $J$. The fit minimizes $|r-J\Delta|^2$, where $\Delta=(\delta E,\delta\ln M,\delta\ln A)$. Setting its derivative with respect to $\Delta$ to zero gives

$$J^{T}J\,\Delta=J^{T}r,\qquad \Delta=(J^{T}J)^{-1}J^{T}r .$$

All three biases are of second order in the splitting. For equal site densities $s^2=(E_k-E_h)^2/4$.

Take 45 temperatures from 50 to 600 K, equally spaced in $1/T$, and levels 1 meV apart about 85 meV. Numerical evaluation of this projection gives $\delta E=-0.0292$ meV and $\delta\ln A=9.8\times10^{-4}$. A full nonlinear fit gives $-0.0291$ meV and $9.7\times10^{-4}$.

The expansion requires $E_k-E_h\ll kT$ throughout the window. For the actual 50 meV splitting the ratio at 50 K is 11.6. Scaling the small result by $50^2$ would predict $\delta E=-73$ meV and an increase of $A$; the full fit in part (d) gives $\delta E=-17$ meV and a decrease of $A$. The expansion fails well before 50 meV: full fits give $\delta\ln A=0.020$ at a 5 meV splitting and $0.021$ at 10 meV, against projected values of $0.025$ and $0.098$, and at 20 meV the sign has reversed. The second-order result cannot be used here.

## (d) Quantify the errors of the following full fit, and explain how it can have the wrong $E$ and $A$ yet follow the cold data.

The squared residuals of $\ln n$ were minimized at the 45 temperatures of part (c). The two-site equation was solved by bisection. A bounded nonlinear least-squares search was run from four starting points and the lowest minimum found was kept. It has

$$E=68.1\ \mathrm{meV},\quad M=7.88\times10^{15}\ \mathrm{cm^{-3}},\quad A=1.37\times10^{14}\ \mathrm{cm^{-3}}.$$

| $T$ (K) | true $n$ (cm$^{-3}$) | fitted $n$ (cm$^{-3}$) |
|---|---|---|
| 50 | $4.98\times10^{12}$ | $4.72\times10^{12}$ |
| 80 | $6.80\times10^{14}$ | $6.20\times10^{14}$ |
| 120 | $3.07\times10^{15}$ | $3.62\times10^{15}$ |
| 200 | $7.01\times10^{15}$ | $7.31\times10^{15}$ |
| 300 | $9.12\times10^{15}$ | $7.78\times10^{15}$ |
| 600 | $9.48\times10^{15}$ | $7.87\times10^{15}$ |

**Answer.** There is no single true binding energy, so the reference must be named. The fitted $E$ lies 8.1 meV above $E_h$, 17 meV below the mean of 85 meV and 42 meV below $E_k$.

The acceptor density is $A/N_a=0.27$, an underestimate of 73%. The donor density is $D=M+A=8.0\times10^{15}\ \mathrm{cm^{-3}}$, which is 20% below $N$. The compensation ratio is

$$\frac AD=\frac{1.37\times10^{14}}{8.01\times10^{15}}=1.7\%,$$

instead of 5.0%. This error has the opposite sign to the matched result of part (b).

Relative to the true density, the fitted curve is 5% low at 50 K, 9% low at 80 K, 18% high at 120 K, 4% high at 200 K, 15% low at 300 K and 17% low at 600 K. The root-mean-square residual of $\ln n$ is 0.12. These deviations are systematic, since the data contain no noise.

At the cold end a larger $E$ can be offset by a smaller $A$. There the leading ratio of fitted to true density is

$$\frac{e^{-b(E-E_h)}M/A}{(N_h-N_a)/N_a}.$$

At 50 K, $kT=4.31$ meV and the exponential is $e^{-8.12/4.31}=0.152$. The fitted $M/A$ is 57.5, whereas $(N_h-N_a)/N_a=9$. The ratio is $0.152\times57.5/9=0.97$: a reduction by a factor 6.6 from the exponential is almost cancelled by an increase of the prefactor by a factor 6.4. The remaining difference from the tabulated ratio 0.95 comes from corrections of relative size $n/A$ and $n/N_a$, which are 3% and 1%.

The information needed to separate the sites is present in these ideal data. A five-parameter two-site fit returned 60.0 and 110.0 meV and $N_a=5.0\times10^{14}\ \mathrm{cm^{-3}}$. This does not establish that noisy data would determine all five parameters equally well.

## (e) Interpret the dependence on window and compensation. How can the fitted energy lie below both donor levels?

With the upper temperature, the number of points, the equal spacing in $1/T$ and the true parameters held fixed, changing the lowest temperature gives:

| $T_{\min}$ (K) | $E$ (meV) | $A/N_a$ | $M$ ($10^{15}$ cm$^{-3}$) | rms of $\ln n$ |
|---|---|---|---|---|
| 30 | 60.1 | 1.5 | 6.7 | 0.147 |
| 50 | 68.1 | 0.27 | 7.9 | 0.120 |
| 80 | 22.0 | 1300 | 10.3 | 0.045 |
| 100 | 18.4 | 2000 | 10.8 | 0.036 |

With the 50–600 K grid and donor densities fixed, other values of $N_a$ give:

| $N_a$ (cm$^{-3}$) | $E$ (meV) | $A/N_a$ |
|---|---|---|
| $1\times10^{14}$ | 30.4 | 1500 |
| $2\times10^{15}$ | 81.2 | 0.025 |
| $7\times10^{15}$ | 109.7 | 0.30 |

**Answer.** In the 30 K window the freeze-out slope has nearly fixed $E=E_h$. The freeze-out prefactor then fixes $A/M$, not $A$ itself, near $N_a/(N_h-N_a)=1/9$. Hence $A/N_a\approx M/(N_h-N_a)=6.7/4.5=1.5$, as fitted. It misses the factor 2.1 of part (b) because least squares does not force $M$ to its saturation value.

For the 80 K window, consider the true densities at $T_1=80$ K and $T_2=200$ K. From part (a), the h and k donors are 24% and 0.02% ionized at 80 K, but 96% and 55% ionized at 200 K. The h donors approach exhaustion while the k donors are still releasing electrons, which spreads the rise of $n$ over temperature.

Now demand that a single-level curve with the correct $M=9.5\times10^{15}\ \mathrm{cm^{-3}}$ pass through both points. Taking the logarithm of $\phi=n(n+A)/(M-n)$ at each temperature and subtracting gives

$$E(b_1-b_2)=\ln\frac{n_2(M-n_1)}{n_1(M-n_2)}+\ln\frac{n_2+A}{n_1+A}-\frac32\ln\frac{T_2}{T_1}.$$

Here $b_1-b_2=87.0\ \mathrm{eV^{-1}}$. The first logarithm is $\ln 36.6=3.60$ and the last term is $1.37$. Since $n_2>n_1$, the middle logarithm falls from $\ln(n_2/n_1)=2.33$ at $A=0$ towards zero as $A\to\infty$. Consequently

$$\frac{3.60-1.37}{87.0}\ \mathrm{eV}<E\le\frac{3.60+2.33-1.37}{87.0}\ \mathrm{eV},$$

or about $26\ \mathrm{meV}<E\le52\ \mathrm{meV}$. Even the upper end is below $E_h$.

The known prefactor selects $A$. At 200 K, $N_c/g=4.99\times10^{18}\ \mathrm{cm^{-3}}$. In the large-$A$ limit, $E=25.6$ meV gives $\phi=1.1\times10^{18}\ \mathrm{cm^{-3}}$, and $n/(M-n)=\phi/A=2.82$ gives $A=4\times10^{17}\ \mathrm{cm^{-3}}$. This is much larger than $n$, as assumed. The two-point construction thus shows how a low energy and an enormous apparent compensation can arise together. It does not decide whether a given window selects this solution. The full fit differs in detail because it uses all points and also adjusts $M$.

For $T_{\min}=80$ K the fit has $A=6.6\times10^{17}\ \mathrm{cm^{-3}}$ and $A/D=98\%$, although its residual is smaller than in the 50 K window. A small residual over a truncated window therefore does not validate the parameters. An independent measurement of the total nitrogen density would expose this case, because $D$ exceeds $N$ by a factor of about 67.

The abrupt change between the 50 K and 80 K windows is a switch between two competing minima. For $T_{\min}=55$ K the lower one is at 68.1 meV (rms 0.125) and the other at 38.6 meV (0.164). For $T_{\min}=60$ K the order is reversed: 33.5 meV (0.126) lies below 68.4 meV (0.130). The same happens in the 50 K window at $N_a=10^{14}\ \mathrm{cm^{-3}}$, where the minima are at 30.4 meV (0.127) and 64.8 meV (0.130). Near such a switch, two very different parameter sets fit almost equally well.

The case $N_a=7\times10^{15}\ \mathrm{cm^{-3}}$ is simpler. While $n\ll\phi_h$, the h donors are ionized and neutrality becomes

$$n+(N_a-N_h)=\frac{N_k\phi_k}{\phi_k+n}.$$

This is a single-level equation with $E=E_k$ and $A=N_a-N_h$. The fit gives $A=2.1\times10^{15}\ \mathrm{cm^{-3}}$, close to the expected $2.0\times10^{15}\ \mathrm{cm^{-3}}$. Its energy is accurate for the k site, but its acceptor density is 70% too low.

## (f) Which neglected effects matter for this layer?

**Answer.** The first three effects below are sized by adding each to the two-site data separately and repeating the same 50–600 K single-level fit, whose reference result is $E=68.1$ meV and $A/N_a=0.27$.

- **Valley-orbit states.** An excited orbital doublet at energy $\Delta_i$ changes $g$ to $2(1+2e^{-b\Delta_i})$. With rough values $\Delta_h=8$ meV and $\Delta_k=45$ meV, the fit moves to 72.9 meV and $A/N_a=0.12$.
- **Hall factor.** A Hall measurement yields $n/r_H$, where $r_H$ is the Hall scattering factor. A trial $r_H$ falling linearly in $T$ from 1.2 at 50 K to 0.9 at 600 K gives 70.6 meV and $A/N_a=0.17$.
- **Second conduction band.** A band of equal density of states, placed 120 meV higher, leaves both fitted values unchanged to the digits quoted.
- **Interaction between donors.** The Coulomb energy $e^2N^{1/3}/(4\pi\epsilon_0\epsilon_r)$, with rough $\epsilon_r=9.8$, is 3 meV. This is a scale for possible level shifts, not a calculated shift. If both levels were lowered by 3 meV, the fit would move to 64.7 meV and $A/N_a=0.28$, a change in $E$ comparable to the valley-orbit one and of opposite sign.
- **Band statistics.** Fermi-Dirac integration at 50, 80, 120, 300 and 600 K changes $n$ by less than 0.01%. With a rough gap of 3.2 eV and equal band densities of states, the intrinsic density at 600 K is of order $10^6\ \mathrm{cm^{-3}}$, negligible beside $n$.

The valley-orbit correction is the largest of the three refitted effects. It shifts $E$ by 4.8 meV and more than halves $A$. These are shifts of the single-level fit; the bias that a constant $g$ would cause in a two-site fit was not computed. Hopping conduction can also disturb Hall data in freeze-out; its size is not estimated here, and the cold data should be used only where band conduction dominates.
